# Casimir's hyperfine factor and the p1/2 to p3/2 ratio in thallium

**Q.** For one p electron, non-relativistic theory gives the magnetic hyperfine constants of $p_{1/2}$ and $p_{3/2}$ in the ratio five. Thallium's outer electron is bound by a fraction of a hartree. Why should relativity matter?

**A.** The hyperfine interaction weights the wavefunction near the nucleus, where even a weakly bound electron is fast. I use atomic units, a point nucleus of charge $Z$, $c=1/\alpha$, and an energy $\varepsilon$ measured from the rest energy. The Dirac spinor is

$$\psi=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},\qquad \Omega_{-\kappa}=-\sigma_r\Omega_\kappa,\qquad \boldsymbol\sigma\cdot\mathbf l\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa ,$$

with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so that $\kappa=1$ for $p_{1/2}$ and $\kappa=-2$ for $p_{3/2}$. Since $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)$, the Dirac equation gives

$$P'+\frac{\kappa}{r}P=\Big(2c+\frac{\varepsilon-V}{c}\Big)Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{\varepsilon-V}{c}P .$$

**Q.** Where does the nuclear moment enter?

**A.** Through $\mathbf p\to\mathbf p+e\mathbf A$ for an electron of charge $-e$. In SI units the added energy is $ec\,\boldsymbol\alpha\cdot\mathbf A$, with $\mathbf A=(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3$ and $\boldsymbol\mu=g_I\mu_N\mathbf I$. A cyclic permutation turns it into

$$H_{\rm hf}=\frac{\mu_0}{4\pi}\,ec\,\boldsymbol\mu\cdot\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.$$

This couples the upper and lower components. From $\sigma_i\sigma_r=\hat r_i+i(\hat{\mathbf r}\times\boldsymbol\sigma)_i$ it follows that

$$(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma),$$

and therefore $(\hat{\mathbf r}\times\boldsymbol\sigma)\,i\Omega_{-\kappa}=(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)\Omega_\kappa$. The two cross terms are Hermitian conjugates and add to twice one of them.

Within a level of fixed $j$, a vector operator may be replaced by its projection on $\mathbf j=\mathbf l+\boldsymbol\sigma/2$. Because $\hat{\mathbf r}\cdot\mathbf l=0$,

$$(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)\cdot\mathbf j=-\boldsymbol\sigma\cdot\mathbf l+\tfrac12(1-3)=-(\boldsymbol\sigma\cdot\mathbf l+1)=\kappa .$$

The angular factor is thus $\kappa/[j(j+1)]$. Put $q=cQ$. Converting the radial integral to atomic units supplies $e\hbar/(m_ea_0^3)=2\mu_B/a_0^3$. The constant in $A\,\mathbf I\cdot\mathbf j$ is

$$A=\frac{\mu_0}{4\pi}\frac{2\mu_B g_I\mu_N}{a_0^3}\,\frac{2\kappa R}{j(j+1)},\qquad R=\int_0^\infty\frac{Pq}{r^2}\,dr .$$

**Q.** I do not see $\langle r^{-3}\rangle$ here, so how does the five come out?

**A.** For $c\to\infty$ the first radial equation becomes $q=\tfrac12(P'+\kappa P/r)$. For $l\ge1$, integration by parts gives $\int PP'r^{-2}dr=\int P^2r^{-3}dr$; the boundary term $P^2/2r^2$ vanishes at both ends. Hence

$$R=\frac{\kappa+1}{2}\langle r^{-3}\rangle,\qquad 2\kappa R=\kappa(\kappa+1)\langle r^{-3}\rangle=l(l+1)\langle r^{-3}\rangle .$$

Without relativity the two p states share one radial function, so their ratio is $\frac{15/4}{3/4}=5$. Relativity changes $R$ differently for the two.

**Q.** To find $R$ you would need the wavefunction of a many-electron atom.

**A.** If states are compared at equal amplitude just outside the inner region, the relativistic correction is fixed by the inner part. I assume that where the integral collects, the potential is $-Z/r$ and $\varepsilon$ is negligible. At $r=0.025$ bohr in thallium, $Z/r$ is about 3200 hartree, so dropping a valence energy is safe. Screening is a more serious omission: in the Thomas–Fermi potential used below it shifts $V$ by about 450 hartree at that radius, and more than half of the $p_{3/2}$ integral $R$ lies beyond it. The numbers below will measure the cost. With $\varepsilon=0$ and $a=\alpha Z$,

$$rP'=-\kappa P+(2cr+a)Q,\qquad rQ'=\kappa Q-aP .$$

Apply $r\,d/dr$ to the second equation and substitute both:

$$\Big(r\frac{d}{dr}\Big)^2Q=\kappa(\kappa Q-aP)-a\big[-\kappa P+(2cr+a)Q\big]=(\gamma^2-2Zr)Q,$$

where $\gamma=\sqrt{\kappa^2-a^2}$ and $ac=Z$. Let $x=\sqrt{8Zr}$. Then $r\,d/dr=\tfrac12x\,d/dx$, and the equation becomes $(x\,d/dx)^2Q=(4\gamma^2-x^2)Q$, which is Bessel's equation of order $2\gamma$. The regular solution is

$$Q=NJ_{2\gamma}(x),\qquad P=\frac{\kappa Q-rQ'}{a}=\frac Na\Big[\kappa J_{2\gamma}(x)-\frac x2J'_{2\gamma}(x)\Big].$$

**Q.** That leaves an integral over a product of Bessel functions and derivatives.

**A.** The derivative can be removed. Inserting $P$ gives

$$R=\frac ca\int\Big(\kappa\frac{Q^2}{r^2}-\frac{QQ'}{r}\Big)dr=\frac ca\Big(\kappa-\frac12\Big)\int\frac{Q^2}{r^2}dr,$$

because $\int QQ'r^{-1}dr=[Q^2/2r]+\tfrac12\int Q^2r^{-2}dr$. Near the origin $Q^2/r\sim r^{2\gamma-1}$, so the boundary term vanishes if $\gamma>1/2$. Since $dr/r^2=16Z\,dx/x^3$,

$$\int\frac{Q^2}{r^2}dr=16ZN^2M,\qquad M=\int_0^\infty\frac{J_\nu^2}{x^3}dx,\qquad\nu=2\gamma .$$

**Q.** I would rather not take $M$ from a table.

**A.** Write $\theta=x\,d/dx$, so that $\theta^2J=(\nu^2-x^2)J$, and let $K=\int x^{-2}(\theta J)^2dx/x$. For a function with vanishing boundary terms, $\int x^{-2}\theta f\,dx/x=2\int x^{-2}f\,dx/x$. Here those terms vanish for $\nu>1$.

First, $\theta[(\theta J)^2]=(\nu^2-x^2)\theta(J^2)$. Multiply by $x^{-2}$ and integrate over $dx/x$. The term from $-x^2$ is $-\int\theta(J^2)dx/x=-[J^2]=0$, which leaves $2K=2\nu^2M$.

Second, $\theta(J\theta J)=(\theta J)^2+(\nu^2-x^2)J^2$. Treated the same way, with $J\theta J=\tfrac12\theta(J^2)$ on the left, it gives

$$2M=K+\nu^2M-M_0=2\nu^2M-M_0,\qquad M_0=\int_0^\infty J_\nu^2\,\frac{dx}{x}.$$

For $M_0$, take two orders: $\theta[J_\mu\theta J_\nu-J_\nu\theta J_\mu]=(\nu^2-\mu^2)J_\mu J_\nu$. The bracket is zero at the origin. At large $x$, $J_\nu\simeq\sqrt{2/\pi x}\,\cos(x-\nu\pi/2-\pi/4)$, and the bracket tends to $(2/\pi)\sin[(\nu-\mu)\pi/2]$. Therefore

$$\int_0^\infty J_\mu J_\nu\frac{dx}{x}=\frac{2}{\pi}\frac{\sin[(\nu-\mu)\pi/2]}{\nu^2-\mu^2}\;\xrightarrow{\mu\to\nu}\;M_0=\frac1{2\nu}.$$

Hence

$$M=\frac{1}{4\nu(\nu^2-1)}=\frac1{8\gamma(4\gamma^2-1)},\qquad R=\frac{(2\kappa-1)c^2N^2}{\gamma(4\gamma^2-1)},$$

where $Z/a=c$ has been used.

**Q.** The constant $N$ is arbitrary. A comparison with non-relativistic theory could give anything.

**A.** It needs a stated rule: equal amplitudes outside the inner region. At large $x$ the derivative term in $P$ dominates, and $P$ oscillates with envelope

$$\frac{N}{a}\,\frac x2\sqrt{\frac{2}{\pi x}}=\frac Na\sqrt{\frac{x}{2\pi}},$$

which contains neither $\kappa$ nor $\gamma$. Set $N=2aA_0$ and hold $A_0$ fixed. As $\alpha\to0$ we have $\gamma\to|\kappa|$, and the Bessel recurrences reduce $P$ to $\pm A_0xJ_{2l+1}(x)$. For $\kappa=l$, for instance, $xJ'_{2l}=2lJ_{2l}-xJ_{2l+1}$ cancels the term $\kappa J_{2l}$. This limit is the non-relativistic wave with the same envelope. The phases at large $x$ differ, and they shift the energy levels, but the amplitudes agree. So

$$R=\frac{4Z^2A_0^2(2\kappa-1)}{\gamma(4\gamma^2-1)},\qquad R_{\rm nr}=\frac{4Z^2A_0^2(2\kappa-1)}{|\kappa|(4\kappa^2-1)} .$$

With $|\kappa|=j+\tfrac12$ and $4\kappa^2-1=(2j)(2j+2)=4j(j+1)$, their ratio is Casimir's factor:

$$F_j=\frac{R}{R_{\rm nr}}=\frac{4j(j+\frac12)(j+1)}{\gamma(4\gamma^2-1)} .$$

**Q.** Only $\kappa^2$ survives. Does an s electron then have the same factor as $p_{1/2}$, although its non-relativistic interaction is a contact term?

**A.** Yes, under these assumptions. For $\kappa=-1$ the limiting integrand is a total derivative, and

$$R_{\rm nr}=\frac12\int\frac{d}{dr}\Big(\frac{P^2}{2r^2}\Big)dr=-\frac14\lim_{r\to0}\frac{P^2}{r^2}.$$

Near the origin $A_0xJ_1\simeq A_0x^2/2=4ZA_0r$, so $R_{\rm nr}=-4Z^2A_0^2$. The general expression gives the same value at $\kappa=-1$.

**Q.** How does the factor behave in a light atom?

**A.** Let $k=j+\tfrac12$. To order $a^2$, $\gamma\simeq k-a^2/2k$, and

$$F_j\simeq1+a^2\Big(\frac1{2k^2}+\frac4{4k^2-1}\Big),\qquad F_{1/2}\simeq1+\frac{11}{6}a^2,\quad F_{3/2}\simeq1+\frac{47}{120}a^2 .$$

The ratio of the hyperfine constants is then

$$\frac{A(p_{1/2})}{A(p_{3/2})}=5\,\frac{F_{1/2}}{F_{3/2}}\simeq5\Big(1+\frac{173}{120}a^2\Big).$$

The full factors give 5.01 for boron, 5.07 for aluminium, 5.40 for gallium and 6.13 for indium. These use the bare nuclear charge and are not predictions for the atoms. In the screened model described below, applied to 12p states, the excess over five is about 30% smaller for boron and about 35% larger for indium.

**Q.** And for thallium?

**A.** Here $Z=81$ and $a=0.5911$. For $p_{1/2}$, $\gamma=\sqrt{1-0.3494}=0.8066$; for $p_{3/2}$, $\gamma=\sqrt{4-0.3494}=1.9107$. Then

$$F_{1/2}=\frac{3}{0.8066\times1.6025}=2.321,\qquad F_{3/2}=\frac{30}{1.9107\times13.602}=1.154,$$

$$5\,\frac{F_{1/2}}{F_{3/2}}=5\times2.011=10.05 .$$

The factor doubles the non-relativistic five. The order-$a^2$ formula would give only 7.5, so thallium lies well outside the light-atom regime.

**Q.** What distinguishes $p_{1/2}$ physically?

**A.** Its lower component has the angular form of an s wave. Both radial functions start as $r^\gamma$, so the integrand $Pq/r^2$ starts as $r^{2\gamma-2}$. For $p_{1/2}$ in thallium this is $r^{-0.39}$, whereas the non-relativistic integrand starts as $r$. For $p_{3/2}$ the power changes only from 2 to 1.82.

The same power shows where the point-nucleus formula fails. At $\gamma=\tfrac12$ the integral diverges at the origin. For $j=\tfrac12$ this happens at $\alpha Z=\sqrt3/2$, or $Z\approx119$. A nucleus of finite size removes the divergence.

**Q.** Your derivation used a bare Coulomb field. Thallium has 80 other electrons.

**A.** A screened model can show what that costs. I take the Thomas–Fermi potential with the Latter tail,

$$V(r)=-\frac{\max[Z\phi(r/b),\,1]}{r},\qquad b=\frac12\Big(\frac{3\pi}{4}\Big)^{2/3}Z^{-1/3},$$

where $\phi''(s)=\phi^{3/2}/\sqrt s$, $\phi(0)=1$ and $\phi\to0$ far out. The radial equations are integrated by a fourth-order Runge–Kutta method on a logarithmic grid, and the levels are located by counting nodes. Setting $\alpha=0$ in the same equations gives the non-relativistic states.

Casimir's factor compares equal outer amplitudes, while computed states are normalised to one electron. A semiclassical argument connects the two. Write $P=Bk^{-1/2}\sin(\int k\,dr)$ with $k=\sqrt{2(\varepsilon-V)}$, leaving out the centrifugal term for brevity. Normalisation gives $\tfrac12B^2\int dr/k=1$. The quantisation rule $\int k\,dr=\pi(n+{\rm const})$, differentiated with respect to $\varepsilon$, gives $\int dr/k=\pi\,dn/d\varepsilon$. Thus

$$B^2=\frac2\pi\frac{d\varepsilon}{dn}.$$

Outside a singly charged core, $\varepsilon=-1/2n^{*2}$ with $n^*=n-\delta$. If the quantum defect $\delta$ is constant, $d\varepsilon/dn=1/n^{*3}$. Multiplying $R$ by $n^{*3}$ therefore puts highly excited states on an equal footing.

**Q.** Does the factor survive in such states?

**A.** For the p states of this thallium model, to within a few per cent. For 12p in the thallium model, the relativistic $Rn^{*3}$ divided by the non-relativistic one is 2.285 for $p_{1/2}$ and 1.202 for $p_{3/2}$. These are 1.6% below and 4.1% above Casimir's values. They give a ratio of $5\times2.285/1.202=9.51$, about 5% below 10.05. The values still drift slightly with $n$: at 28p they are 2.274, 1.198 and 9.49. Such closeness is not guaranteed, because the semiclassical link between inner and outer amplitude is only approximate. In the same model the scaled 12s factor is 1.85 against 2.32, and the scaled 12p ratio for indium is 6.5 against 6.13.

For the 12p states of a one-electron ion with $Z=81$, scaled in the same way with $n^*=Z/\sqrt{-2\varepsilon}$, the factors are 2.313 and 1.152. Both lie within 0.4% of Casimir's values. Most of the departure in the atom model is therefore due to its screened potential.

Without the scaling, the relativistic 12p ratio in the atom model is 10.05. Its agreement with Casimir's number is accidental: $p_{1/2}$ has the smaller $n^*$, 7.766 against 7.910, and $(7.910/7.766)^3=1.057$ offsets the screening error.

**Q.** The ground configuration has a 6p electron, not 12p. Is its ratio also about ten?

**A.** No; in this model it is 18.5. That number is sensitive to the potential. This one binds $6p_{1/2}$ too weakly ($-0.184$ hartree against the measured $-0.224$). The potential $V=-[80\,e^{-0.3895r}/(1+2.3537r)^2+1]/r$, which reproduces the measured energy, gives 14.2. What follows refers to the Thomas–Fermi model. The hyperfine constants divided by $g_I$ and by Planck's constant are as follows.

| State | Non-relativistic (MHz) | Relativistic (MHz) |
|---|---:|---:|
| $6p_{1/2}$ | 1431 | 8122 |
| $6p_{3/2}$ | 286 | 438 |

The first entry shows the arithmetic. The prefactor is 95.41 MHz, the non-relativistic $\langle r^{-3}\rangle$ is 5.625 atomic units, and $95.41\times2\times5.625/0.75=1431$.

**Q.** Then Casimir's factor misses almost half of the answer.

**A.** It misses a further factor of $18.54/10.05=1.84$. Relativity also binds the two states unequally: the model energies are $-0.1838$ hartree for $6p_{1/2}$ and $-0.1436$ hartree for $6p_{3/2}$, against $-0.1321$ hartree without relativity. The more tightly bound state has more of its normalised density near the nucleus. The effective quantum numbers are 1.649 and 1.866, and the $n^{*3}$ rule gives $(1.866/1.649)^3=1.45$.

That rule assumed a constant quantum defect. Otherwise $n=n^*+\delta(\varepsilon)$ gives

$$\frac{dn}{d\varepsilon}=n^{*3}+\frac{d\delta}{d\varepsilon}.$$

The mean slopes between 6p and 12p are about $-0.66$ for $p_{1/2}$ and $-0.33$ for $p_{3/2}$. They raise the estimate to $(6.50-0.33)/(4.49-0.66)=1.61$. The factor to be explained is in fact somewhat larger than 1.84, because the screened model's own ratio at equal outer amplitude, estimated from the 12p states, is 9.51, not 10.05, and $18.54/9.51=1.95$. I have not resolved the remainder. Slopes at the 6p energies themselves, taken from a fit of $\delta(\varepsilon)$ through the 6p to 12p levels, are about $-0.9$ and $-0.34$ and raise the estimate only to about 1.7. The estimate also applies a semiclassical rule to a low-lying state.

**Q.** Should I expect 18.5 in a measurement?

**A.** No. The measured ratio is roughly 80. The model has one electron in a fixed statistical potential and a point nucleus. It leaves out the spin polarisation of the core, electron correlation and the size of the nucleus; a uniformly charged nucleus changes little, lowering the model ratio from 18.5 to 18.0. The constant for $p_{3/2}$ is small, so a many-electron contribution of given size changes it by a larger fraction than it changes the constant for $p_{1/2}$. Casimir's factor accounts for the rise from five to about ten, at equal outer amplitude. It does not by itself predict the ratio of the ground doublet.
